\section*{Adsorption and transport in the exposure of a narrow hole}

\section{The decision}

A pulse time for atomic layer deposition is often first found on a flat surface. Before using it for a hole, one must decide whether it can be kept, perhaps with a small margin, or whether precursor transport down the hole has to be calculated. The decision rests on how the required exposure divides into a part spent on adsorption and a part spent on transport.

Let the hole be a circular cylinder of diameter $d$, depth $L$ and aspect ratio $a=L/d$. A molecule that strikes a site sticks with probability $s(1-\theta)$, where $\theta$ is the local coverage and $s$ the sticking probability on an empty site. The group that matters is
\begin{equation}
h=a\sqrt{3s}.
\end{equation}
It is tempting to say that for small $h$ the exposure is independent of $a$ because adsorption, not transport, limits every site equally. This is a limiting statement. At finite $h$ a transport contribution proportional to $a^2$ remains, and it is small compared with the adsorption contribution. Moreover, $s$ must be small as well as $h$; a shallow hole with $s=1$ shows why.

The model assumes molecular flow, constant pressure at the mouth, irreversible adsorption on one kind of site with areal density $\sigma$, and diffuse re-emission of every molecule that does not stick. No molecules are lost in other ways. The target is a coverage $\theta_*$ at the deepest wall site.

\section{The adsorption contribution}

Take first a surface that sees the full gas density $n$. For a Maxwellian gas of molecular mass $m$, the arrival rate per area is the one-sided average of the normal velocity:
\begin{align}
\Phi&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_z e^{-mv_z^2/2k_BT}\,dv_z
=n\sqrt{\frac{k_BT}{2\pi m}}\nonumber\\
&=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mk_BT}},\qquad
\bar v=\sqrt{\frac{8k_BT}{\pi m}}.
\end{align}
The integral equals $k_BT/m$, and the last form uses $p=nk_BT$. Each site receives $\Phi/\sigma$ molecules per unit time, so
\begin{equation}
\frac{d\theta}{dt}=s(1-\theta)\frac{n\bar v}{4\sigma}.
\label{site}
\end{equation}
Define $u$ as $s$ times the number of arrivals per site since the pulse began,
\begin{equation}
u=\frac{s\bar v}{4\sigma}\int_0^t n\,dt'.
\end{equation}
Then $d\theta/du=1-\theta$, and with an initially empty surface
\begin{equation}
\theta=1-e^{-u},\qquad u_*=-\ln(1-\theta_*).
\label{cov}
\end{equation}
The flat surface therefore needs $u_*/s$ arrivals per site. This number contains no length. If every site in a hole received the mouth arrival rate, it would be the whole answer for any depth. What remains is to find how far the arrival rate falls short.

\section{The transport contribution}

\subsection{Diffusion by wall collisions}

In molecular flow a molecule flies from wall to wall. Let $\alpha$ be the angle of a flight to the hole axis, and $\phi$ the angle between its projection on the cross-section and the inward normal. The projected chord is $d\cos\phi$, so the axial displacement is $z=d\cos\phi\cot\alpha$. Diffuse emission has probability $(\sin\alpha\cos\phi/\pi)\,d\Omega$ with $d\Omega=\sin\alpha\,d\alpha\,d\phi$. Hence
\begin{align}
\langle z^2\rangle
&=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi\nonumber\\
&=\frac{d^2}{\pi}\,\frac{\pi}{2}\,\frac43=\frac{2d^2}{3}.
\end{align}
Per unit length of hole there are $(n\bar v/4)\pi d$ wall collisions per unit time and $n\pi d^2/4$ molecules, so each molecule collides at the rate $\bar v/d$. Successive displacements are independent and have zero mean. In a hole many diameters long this gives the diffusion coefficient
\begin{equation}
D=\frac12\langle z^2\rangle\frac{\bar v}{d}=\frac{d\bar v}{3}.
\end{equation}

\subsection{Gas balance and the meaning of $h$}

Measure $x$ from the mouth. In a slice of hole, the change of stored gas equals the net diffusive gain minus the loss to the wall:
\begin{equation}
\frac{\pi d^2}{4}\frac{\partial n}{\partial t}
=\frac{\pi d^2}{4}D\frac{\partial^2n}{\partial x^2}
-\pi d\,s(1-\theta)\frac{n\bar v}{4}.
\end{equation}
Division by $\pi d^2/4$ gives
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}
-\frac{\bar v}{d}s(1-\theta)n.
\label{gas}
\end{equation}
A full wall holds $4\sigma/d$ molecules per unit hole volume. The ratio of gas to wall capacity is thus $g=nd/(4\sigma)$. The time to diffuse down the hole, $L^2/D$, divided by the adsorption time $4\sigma/(sn\bar v)$, is $h^2g$. When $g$ and $h^2g$ are both small compared with $\theta_*$, the left side of (\ref{gas}) can be dropped after a brief filling period.

With $\xi=x/L$ and $D=d\bar v/3$, multiplying by $L^2/D$ leaves
\begin{equation}
\frac{\partial^2n}{\partial\xi^2}=h^2(1-\theta)n,\qquad
h^2=\frac{s\bar vL^2}{dD}=3sa^2.
\label{profile}
\end{equation}
Let the floor be inert for now, so that $\partial n/\partial\xi=0$ at $\xi=1$. For the clean hole, $\theta=0$, the solution with mouth density $n_0$ is
\begin{equation}
\frac{n}{n_0}=\frac{\cosh[h(1-\xi)]}{\cosh h},\qquad
\frac{n(1)}{n_0}=\frac1{\cosh h}\approx1-\frac{h^2}{2}.
\label{initial}
\end{equation}

This start is the least even moment of the pulse. To see it, let $q_2\le q_1$ be the values of $h^2(1-\theta)$ at a later and an earlier time, and let $w=n_2-n_1$. Subtracting the two balances gives $w''-q_2w=(q_2-q_1)n_1\le0$, with $w(0)=0$ and $w'(1)=0$. At a negative minimum of $w$ one would need $w''\ge0$, whereas for $q_2>0$ the inequality demands $w''\le q_2w<0$. Hence $w\ge0$: as the wall fills, the density rises everywhere. All wall sites then receive between $1/\cosh h$ and $1$ times the mouth rate. This is the precise sense in which small $h$ feeds them nearly equally. Molecules still have to diffuse, but the density drop that drives them is small.

\subsection{Integration over the pulse}

The required exposure follows without solving for $n$ at each instant. Integrate (\ref{gas}), with its left side dropped, from the start to time $t$. By (\ref{site}), the accumulated loss is
\begin{equation}
\frac{\bar v}{d}\int_0^t s(1-\theta)n\,dt'=\frac{4\sigma}{d}\theta .
\end{equation}
Multiply the integrated balance by $s\bar v/(4\sigma)$ and use the definition of $u$:
\begin{equation}
D\frac{d^2u}{dx^2}=\frac{s\bar v}{d}\theta
\quad\Longrightarrow\quad
\frac{d^2u}{d\xi^2}=h^2\theta=h^2(1-e^{-u}).
\label{uode}
\end{equation}
Let $U=u(0)$ be the reduced exposure at the mouth when $u(1)=u_*$. The inert floor gives $u'(1)=0$. One integration from $\xi$ to the floor yields
\begin{equation}
-u'(\xi)=h^2\int_\xi^1\theta(\eta)\,d\eta .
\end{equation}
A second integration, from mouth to floor, yields
\begin{align}
U-u_*&=h^2\int_0^1d\xi\int_\xi^1\theta(\eta)\,d\eta\nonumber\\
&=h^2\int_0^1\eta\,\theta(\eta)\,d\eta .
\label{law}
\end{align}
In the last step the order of integration was exchanged: a given $\eta$ contributes for every $\xi$ between $0$ and $\eta$. The factor $\eta$ says that molecules adsorbed deeper must be carried farther.

Since $u'\le0$, the coverage is lowest at the floor, so $\theta_*\le\theta\le1$. Inserting these limits into (\ref{law}) gives
\begin{equation}
u_*+\frac{h^2\theta_*}{2}\le U\le u_*+\frac{h^2}{2}.
\label{bounds}
\end{equation}
For small $h$, $u-u_*$ is of order $h^2$, so $\theta$ may be replaced by $\theta_*$ at leading order, and the lower bound becomes the estimate
\begin{equation}
U=u_*+\frac{h^2\theta_*}{2}+O(h^4).
\label{small}
\end{equation}

\section{Weighing the two contributions}

Dividing (\ref{small}) by $s$ gives the number of arrivals per site at the mouth:
\begin{equation}
N=\frac Us\approx\frac{u_*}{s}+\frac32a^2\theta_* .
\label{sum}
\end{equation}
The first term belongs to adsorption and does not contain $a$. The second belongs to transport and, at this order, does not contain $s$. A low sticking probability leaves the transport cost in place and raises the adsorption cost until the former matters little. The relative excess over a flat surface is
\begin{equation}
\epsilon=\frac{U}{u_*}-1\approx\frac{h^2\theta_*}{2u_*}.
\label{eps}
\end{equation}
The target matters too. As $\theta_*\to0$, $u_*\to\theta_*$ and this small-$h$ estimate tends to $h^2/2$. Near saturation $u_*$ grows and $\epsilon$ falls, because the late part of the pulse is spent waiting for the last empty sites while little gas is being consumed.

In the opposite limit, $h\to\infty$ at fixed $\theta_*$, equation (\ref{uode}) and $\theta\ge\theta_*$ give $u\ge u_*+h^2\theta_*(1-\xi)^2/2$. At every fixed $\xi<1$ the coverage therefore tends to one, the integral in (\ref{law}) tends to $1/2$, and
\begin{equation}
U\sim\frac{h^2}{2},\qquad N\sim\frac32a^2 .
\end{equation}
The exposure then grows as the square of the aspect ratio and no longer depends on $s$ at leading order.

The causal claim can be examined by changing one rate at a time. For small $h$, doubling $D$ at fixed $s$ halves the transport term, while doubling $s$ at fixed $D$ halves the adsorption term:
\begin{equation}
\frac{N(2D)}{N}\approx\frac{1+\epsilon/2}{1+\epsilon},\qquad
\frac{N(2s)}{N}\approx\frac{1/2+\epsilon}{1+\epsilon}.
\end{equation}
For $s=0.001$, $\theta_*=0.95$ and $a=5$, a time-dependent solution of (\ref{site}) and (\ref{gas}) gives factors of 0.994 for doubled $D$ and 0.506 for doubled $s$. At $a=100$ they are 0.58 and 0.92. Adsorption controls the shallower hole, and transport has the greater influence in the deeper one.

\section{The mouth, the floor and the second condition}

\subsection{An adsorbing floor}

If the floor adsorbs like the wall, the diffusive flux reaching it equals its uptake: $-D\,\partial n/\partial x=s(1-\theta)n\bar v/4$. Integrating over time and multiplying by $s\bar v/(4\sigma)$ gives
\begin{equation}
-D\frac{du}{dx}=\frac{s\bar v}{4}\theta_*
\quad\Longrightarrow\quad
-u'(1)=\frac{3sa}{4}\theta_*=\frac{h^2}{4a}\theta_* .
\end{equation}
This extra slope is present along the whole hole. For small $h$ it adds $h^2\theta_*/(4a)$ to $U$ at leading order. For larger $h$ the addition is greater, because the higher exposure also raises the wall coverage in (\ref{law}). Compared with the wall term $h^2\theta_*/2$ it is a fraction $1/(2a)$, or 5\% at $a=10$.

\subsection{Ballistic transport}

The mouth also resists the flow, and a short hole is not described by diffusion. Both defects are removed by following flights directly. Divide the surface into narrow wall rings and the floor. For the deep holes below the floor is one element with a single arrival rate, which is adequate there but not for shallow holes. Let $K_{ij}$ be the fraction of the view from element $i$ occupied by element $j$, and $M_i$ the fraction occupied by the mouth. Every direction ends somewhere, so $M_i+\sum_jK_{ij}=1$. With $I_i$ the arrival rate per area and $I_0$ its value outside,
\begin{equation}
I_i=M_iI_0+\sum_jK_{ij}\,[1-s(1-\theta_j)]\,I_j .
\end{equation}
Integrate over time and multiply by $s/\sigma$. Since the uptake integrates to $\sigma\theta_j$,
\begin{equation}
u_i=M_iU+\sum_jK_{ij}(u_j-s\theta_j).
\end{equation}
Write $w_i=U-u_i$ for the shortfall and replace $1-M_i$ by $\sum_jK_{ij}$:
\begin{equation}
w_i=\sum_jK_{ij}(w_j+s\theta_j).
\label{short}
\end{equation}
In matrix form this is $(1-K)w=sK\theta$, so
\begin{equation}
U=u_i+s\sum_jG_{ij}\theta_j,\qquad G=(1-K)^{-1}K .
\label{ball}
\end{equation}
$G$ depends on the shape alone. For fixed shape and $s\to0$, the shortfall vanishes at every site, since $\theta_j\le1$. This is the firm basis of the claim, and it needs no diffusion approximation.

Applied to uniform unit coverage, the largest wall value of $G$ exceeds the diffusive $3a^2/2$ by factors of 1.53, 1.28, 1.15 and 1.08 at $a=5$, 10, 20 and 40. The diffusion law thus underestimates the transport term in short holes and improves with depth. At $a=10$ the ballistic term is larger by 28\% of the diffusive term. The diffusive estimate above assigns about 5\% to the floor; the rest comes mainly from the mouth and from the finite length of the flights, which are not separated here.

\subsection{Why small $h$ alone is insufficient}

Compare two holes with the same $h=0.173$ and target coverage 0.95. For both, (\ref{eps}) predicts an excess of 0.5\%. The ballistic calculation gives 0.61\% for $a=10$, $s=10^{-4}$, but about 41\% for $a=0.1$, $s=1$, taken at the foot of the wall with the floor divided into fine rings as well.

The shallow case is a matter of view. Consider the corner where wall and floor meet, in the limit $a\to0$. A wall site there sees the adjoining floor over half its field and the mouth over the other half. The adjoining floor likewise sees the wall over half its field and the mouth over the rest. With the floor divided finely too, equation (\ref{short}) gives for the shortfalls $w_w$ of the wall and $w_f$ of the floor at the corner
\begin{equation}
w_w=\frac12(w_f+s\theta_f),\qquad w_f=\frac12(w_w+s\theta_w).
\end{equation}
Subtraction gives $3(w_w-w_f)=s(\theta_f-\theta_w)$. By (\ref{cov}) the coverages differ by no more than the values of $u$, that is, by no more than $|w_w-w_f|$, and $s\le1$. The two shortfalls must therefore be equal, and
\begin{equation}
U-u_*=s\theta_* .
\end{equation}
For $s=1$ and $u_*=3.00$ this is an excess of 32\%. This is the limiting value, not the value at $a=0.1$, where the opposite wall adds some shading. With the floor resolved, the excess falls from 41\% at $a=0.1$ to 34\%, 33\% and 32\% at $a=0.03$, 0.01 and 0.002. Giving the whole floor one arrival rate misses much of the shading in the corner: it yields only 26.5\% at $a=0.1$ and tends to about 16\%, half the true limit. In the limit $a\to0$ the exposure is independent of $a$, yet the corner and the open floor are fed unequally. Independence of aspect ratio does not by itself prove equal supply.

\section{A trimethylaluminium pulse}

Take trimethylaluminium during alumina deposition at 473 K and 0.1 Torr, in a hole of diameter 100 nm. Let $\sigma=4$ sites per nm$^2$, $s=0.001$ and $\theta_*=0.95$. These are rough typical process values, and the gas is treated as monomer, of molar mass 72.1 g/mol.

The mean speed is 373 m/s and the arrival rate $1.902\times10^5$ per nm$^2$ per second. Each site receives $1.902\times10^5/4=4.76\times10^4$ molecules per second, so $u$ grows at $47.6$ per second. With $u_*=-\ln0.05=2.996$, the flat surface needs
\begin{equation}
t=\frac{2.996}{47.6\ \mathrm{s^{-1}}}=63\ \mathrm{ms},\qquad
pt=6.3\times10^{-3}\ \mathrm{Torr\,s}.
\end{equation}
For $a=10$, $h^2=3(0.001)(100)=0.30$, so $h=0.55$. Equation (\ref{eps}) gives
\begin{equation}
\epsilon\approx\frac{0.30\times0.95}{2\times2.996}=0.048 .
\end{equation}
The exposure rises to $6.6\times10^{-3}$ Torr s. The table lists the full diffusion law (\ref{law}) at the same diameter, pressure and sticking probability, with ballistic ratios where calculated.

\begin{center}
\begin{tabular}{rcccc}
$a$ & $h$ & $pt$ (mTorr s) & ratio to flat & ballistic ratio\\
\hline
5 & 0.27 & 6.37 & 1.012 & 1.018\\
10 & 0.55 & 6.60 & 1.048 & 1.061\\
20 & 1.10 & 7.50 & 1.191 & 1.219\\
50 & 2.74 & 13.9 & 2.21 & --\\
100 & 5.48 & 37.2 & 5.91 & --
\end{tabular}
\end{center}

The time-dependent solution, which retains the stored gas, gives ratios of 1.0477 at $a=10$ and 5.909 at $a=100$, against 1.0476 and 5.908 from the integrated law. At $a=10$ the floor density starts at 0.87 of the mouth density, yet when the deepest wall site reaches 0.950 the mouth stands at only 0.957. Saturation hides the early unevenness. For a target of 0.05 in the same hole the excess is 15\%, close to $h^2/2$.

Transport adds 10\% at $a=14.5$ and doubles the exposure at $a=45.5$, both by the diffusion law. For the first, (\ref{eps}) gives the same value: $a=\sqrt{2(0.10)(2.996)/(3\times0.001\times0.95)}=14.5$. The ballistic correction would lower this threshold to about 13, judging from the factors at $a=10$ and 20.

\section{What the model leaves out}

Two assumptions are safe for these numbers. With a total pressure of 1 Torr and a rough molecular size of 0.6 nm, the mean free path is about 31 $\mu$m, some 300 hole diameters. The ratio of stored gas to wall sites is $1.3\times10^{-5}$.

Narrowing matters more. A 10 nm film reduces the diameter from 100 to 80 nm and leaves the depth unchanged if floor and top surface rise together. An initial $a=10$ becomes 12.5, and the excess grows from 4.8\% to 7.5\% by the diffusion law, or from 6.1\% to 9.2\% with ballistic transport. A recipe must serve the last cycle as well as the first.

The sticking probability has the largest effect among those sized here. If $s$ is 0.01 instead of 0.001, the excess at $a=10$ is 48\% of the new flat exposure by the diffusion law. That flat exposure is ten times smaller, $0.63$ mTorr s, so the increment is $0.48\times0.63=0.30$ mTorr s, the same as before to this accuracy. With ballistic transport the excess is 62\% and the increment about $0.39$ mTorr s, again nearly the same for both values of $s$. This is (\ref{sum}) at work: the transport cost has hardly changed, but the adsorption cost against which it is judged has fallen. A flat-surface pulse trimmed to such a fast reaction would leave the bottom of the hole undercoated.

In real alumina deposition a single constant $s$ is itself an approximation. Slow secondary reactions can prolong saturation, and consumption elsewhere in the reactor can lower the pressure at the mouth; neither is sized here. Memory capacitors use holes with aspect ratios of several tens and more, where for $s=0.001$ the table already shows a large transport contribution. Within this model, the flat-surface pulse can be carried over with about 10\% added exposure for holes up to $a\approx13$ under the stated values of $s$ and $\theta_*$, with $a$ evaluated for the narrowed hole. Beyond that, or when $s$ is uncertain by a factor of ten, the $a^2$ term belongs in the calculation.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 473 K
precursor pressure: 0.1 Torr
total pressure: 1.0 Torr
hole diameter: 100 nm
site density: 4.0 per nm2
sticking probability s: 0.001
target coverage: 0.95; u_target: 2.9957
molar mass: 72.09 g/mol
mean speed: 372.7 m/s
arrival rate: 190233.9 per nm2 per s
mean-square axial flight / diameter2: 0.66667
flat-surface exposure: 0.00630 Torr s
flat-surface pulse: 63.0 ms
diffusion law: a, h, exposure (Torr s), ratio to flat
    2  0.110  0.00631  1.0019
    5  0.274  0.00637  1.0119
   10  0.548  0.00660  1.0476
   20  1.095  0.00750  1.1911
   50  2.739  0.01392  2.2106
  100  5.477  0.03721  5.9075
time simulation: a, ratio to flat
    5  1.0119
   10  1.0477
  100  5.9088
a=10 small-h excess estimate: 4.76 %
a=10 initial floor/mouth density: 0.8660
a=10 mouth coverage at target: 0.9566
a=10 excess for target 0.05: 14.98 %
exposure factor on doubling D, on doubling s
  a=5: 0.9941, 0.5059
  a=100: 0.5820, 0.9197
a for 10 % excess: 14.5
a for doubled exposure: 45.5
ballistic, mouth and floor included: a, ratio to flat
    1  1.0017
    5  1.0183
   10  1.0610
   20  1.2194
ballistic/diffusive transport term at small s
  a=5: 1.5348
  a=10: 1.2812
  a=20: 1.1489
  a=40: 1.0777
ballistic excess, a=10, s=1e-5: 0.0609 %
equal-h comparison, h: 0.1732
  a=10, s=1.0e-04: excess 0.61 %
  a=0.1, s=1: excess 26.50 %
molecule size for free path: 0.6 nm
mean free path: 30.6 um
stored gas / wall sites: 1.28e-05
10 nm film: a=10 becomes 12.50, excess 7.45 %
a=10 with s=0.01: excess 48.03 %
\end{verbatim}
